# Ward–Dutton Charge Partition in a Saturated Thin-Film Transistor

## Drain and source charge in saturation

Consider an n-channel thin-film transistor with gate capacitance $C$ and gate overdrive $V=V_G-V_T$, its source grounded. In saturation, with constant mobility and a long channel, the charges that the Ward–Dutton partition assigns to the drain and the source are

$$
Q_D=-\frac{4}{15}\,CV,\qquad Q_S=-\frac{6}{15}\,CV. \tag{1}
$$

The minus signs belong to the electrons. The sum is $-\tfrac{10}{15}CV=-\tfrac23CV$, the whole channel charge. The numbers 4/15 and 6/15 are therefore measured in units of $CV$. As shares of the channel charge they are 40% and 60%.

### The channel model

The channel runs from the source at $x=0$ to the drain at $x=L$ and has width $W$. The gate capacitance per area is $c$, so $C=WLc$. Let $\phi(x,t)$ be the channel potential and $q(x,t)\ge 0$ the magnitude of the electron charge per area. In the gradual-channel approximation the gate fixes this charge locally:

$$
q=c\,(V-\phi). \tag{2}
$$

Charge in traps counts in $q$. The traps must exchange electrons with the conducting states in a time much shorter than $L^2/(\mu V)$; following a slow gate is not enough. The mobility $\mu$ is then an effective one, averaged over free and trapped electrons.

Let $I(x,t)$ be the magnitude of the conventional current, which flows from drain to source. With drift alone, $I=W\mu q\,\partial\phi/\partial x$. At fixed time $V$ does not depend on $x$, so (2) gives $\partial\phi/\partial x=-(1/c)\,\partial q/\partial x$ and

$$
I=-\frac{W\mu}{c}\,q\frac{\partial q}{\partial x}
=-\frac{W\mu}{2c}\frac{\partial q^2}{\partial x}. \tag{3}
$$

Electrons move towards $+x$ and carry charge of magnitude $I$ per unit time. A slice of length $dx$ gains $I(x)-I(x+dx)$, hence

$$
W\frac{\partial q}{\partial t}=-\frac{\partial I}{\partial x}. \tag{4}
$$

### Where the weights come from

In a steady state $I$ is the same at both ends. While the channel fills, more electrons enter at the source than leave at the drain. The partition says how much of this difference appears at each terminal. Define

$$
|Q_D|=W\!\int_0^L\!\frac{x}{L}\,q\,dx,\qquad
|Q_S|=W\!\int_0^L\!\Big(1-\frac{x}{L}\Big)q\,dx, \tag{5}
$$

and the mean current

$$
I_T=\frac1L\int_0^L I\,dx. \tag{6}
$$

Differentiate $|Q_D|$ in time, insert (4), and integrate by parts:

$$
\frac{d|Q_D|}{dt}=-\int_0^L\frac{x}{L}\frac{\partial I}{\partial x}dx
=-\Big[\frac{x}{L}I\Big]_0^L+\frac1L\int_0^L I\,dx=-I(L)+I_T .
$$

For the source weight, the boundary term survives at $x=0$ instead:

$$
\frac{d|Q_S|}{dt}=-\Big[\Big(1-\frac xL\Big)I\Big]_0^L-\frac1L\int_0^L I\,dx=I(0)-I_T .
$$

Thus

$$
I(L)=I_T-\frac{d|Q_D|}{dt},\qquad I(0)=I_T+\frac{d|Q_S|}{dt}. \tag{7}
$$

With currents counted positive into a terminal, $i_D=I(L)$ and $i_S=-I(0)$. Since $Q_D=-|Q_D|$ and $Q_S=-|Q_S|$, (7) reads $i_D=I_T+dQ_D/dt$ and $i_S=-I_T+dQ_S/dt$.

These relations are useful because $I_T$ contains no hidden memory of the profile. Equation (3) makes $I$ a derivative, so

$$
I_T=\frac{W\mu}{2cL}\left[q(0)^2-q(L)^2\right]. \tag{8}
$$

If the end charges follow the terminal voltages, $I_T$ equals the steady current at the instantaneous voltages, even while the interior is far from steady. What remains of the drain current is then $dQ_D/dt$, which fixes $Q_D$ up to a constant. The constant is zero because an empty channel has no charge.

Within this model no slow-motion assumption has yet been made. The quasi-static approximation enters when the $q$ in (5) is replaced by the steady profile.

### The saturated profile and its two integrals

For $V_D\ge V$ the channel potential reaches $V$ near the drain, and (2) gives $q(L)=0$. The remaining voltage $V_D-V$ falls across a short region whose length and charge are neglected. At the source $\phi=0$ and $q(0)=cV$. In steady state $I$ is uniform, so (3) makes $q^2$ linear in $x$. With $z=1-x/L$,

$$
q=cV\sqrt{z}. \tag{9}
$$

The variable $z$ is 1 at the source and 0 at the drain. Since $dx=-L\,dz$, reversing the limits removes the sign, and (5) becomes

$$
\frac{|Q_D|}{CV}=\int_0^1(1-z)\sqrt z\,dz=\frac23-\frac25=\frac4{15}, \tag{10}
$$

$$
\frac{|Q_S|}{CV}=\int_0^1 z\sqrt z\,dz=\frac25=\frac6{15}. \tag{11}
$$

This proves (1). The source receives the larger part because the charge is densest there. The drain part is not small, although $q$ vanishes at the drain: the square root falls slowly over most of the channel.

The steady current follows from (8) with $q(L)=0$:

$$
I_T=\frac{\mu cW}{2L}V^2. \tag{12}
$$

### Approach from below saturation

For $0<V_D<V$ let $a=1-V_D/V$. Then $q(L)=acV$. With $s=q/(cV)$ and $u=x/L$, linearity of $q^2$ gives

$$
s^2=1-(1-a^2)u,\qquad du=-\frac{2s\,ds}{1-a^2}. \tag{13}
$$

As $u$ runs from 0 to 1, $s$ runs from 1 to $a$. Hence

$$
\frac{|Q_D|}{CV}=\int_0^1us\,du
=\frac{2}{(1-a^2)^2}\int_a^1(1-s^2)s^2ds
=\frac{2(2-5a^3+3a^5)}{15(1-a^2)^2}.
$$

The numerator contains the factor $(1-a)^2$, because $2-5a^3+3a^5=(1-a)^2(2+4a+6a^2+3a^3)$. It cancels against the denominator:

$$
\frac{|Q_D|}{CV}=\frac{4+8a+12a^2+6a^3}{15(1+a)^2}. \tag{14}
$$

The total charge is

$$
\frac{|Q_D|+|Q_S|}{CV}=\frac{2}{1-a^2}\int_a^1s^2ds
=\frac{2(1+a+a^2)}{3(1+a)}. \tag{15}
$$

Bring (15) to the denominator $15(1+a)^2$. Its numerator is $10(1+a+a^2)(1+a)=10+20a+20a^2+10a^3$. Subtracting the numerator of (14) leaves

$$
\frac{|Q_S|}{CV}=\frac{6+12a+8a^2+4a^3}{15(1+a)^2}. \tag{16}
$$

At $V_D\to0$, $a\to1$ and both coefficients are $30/60=1/2$, as symmetry demands. Near saturation, $(1+a)^{-2}=1-2a+3a^2+\dots$ gives

$$
\frac{|Q_D|}{CV}=\frac{4+8a^2+\dots}{15},\qquad
\frac{|Q_S|}{CV}=\frac{6+2a^2+\dots}{15}. \tag{17}
$$

The linear terms cancel, so the charges join their saturated values with zero slope in $V_D$.

In saturation this has a consequence for circuit models. Raising $V_G$ changes $Q_D$ at the rate $-\tfrac4{15}C$, but changing $V_D$ does not change the gate charge $+\tfrac23CV$. The intrinsic gate–drain capacitances are therefore not reciprocal. A single two-terminal capacitor between gate and drain cannot represent both responses.

### How slow the gate must be

Let the overdrive rise linearly and let $V_0$ be its value at the instant of interest. Measure time in units of $L^2/(\mu V_0)$, and set $v=V/V_0$ and $s=q/(cV_0)$. Equations (3) and (4) become

$$
\frac{\partial s}{\partial t}=\frac{\partial^2P}{\partial z^2},\quad P=\frac{s^2}{2},\qquad
r\equiv\frac{dv}{dt}=\frac{dV_G}{dt}\,\frac{L^2}{\mu V_0^2}, \tag{18}
$$

where the last expression has $V_G$ and its time in ordinary units. For small $r$, after the initial transient has died out, the profile is $s=v\sqrt z$ plus a correction of order $r$. Write $P=v^2z/2+rP_1$. To leading order the left side of (18) is $r\sqrt z$, so $P_1''=\sqrt z$. The end charges are fixed, so $P_1$ vanishes at $z=0$ and $z=1$:

$$
P_1=\frac4{15}\left(z^{5/2}-z\right). \tag{19}
$$

Since $\delta P=s\,\delta s$, the charge correction is $\delta s=rP_1/(v\sqrt z)=\frac{4r}{15v}(z^2-\sqrt z)$. It is negative for a rising gate: the channel charge lags. Its drain-weighted integral contains

$$
\int_0^1(1-z)(z^2-\sqrt z)\,dz=\Big(\frac13-\frac14\Big)-\frac4{15}=-\frac{11}{60}.
$$

Therefore $|Q_D|/(CV_0)=\frac4{15}\left[v-11r/(60v)\right]$. Differentiating with $dv/dt=r$ and then setting $v=1$ gives, in ordinary units,

$$
\frac{d|Q_D|}{dt}=\frac4{15}\,C\frac{dV_G}{dt}\left(1+\frac{11}{60}r+\dots\right). \tag{20}
$$

The correction is positive on a rising ramp because the lag shrinks as the overdrive grows. On a linear ramp the quasi-static coefficient needs $|r|\ll1$. For other waveforms small $r$ is not enough. The lag of $|Q_D|$ is proportional to $dV_G/dt$, so for a small sinusoid of angular frequency $\omega$ the relative error of the drain charging current is about $\frac{11}{60}\,\omega L^2/(\mu V)$, however small the amplitude. The condition is then $\omega\ll\mu V/L^2$.

Equation (20) was tested by solving (18) numerically and reading the terminal currents, without using the weights in (5). Ramps with $r=\pm0.03$ gave coefficients 0.2667 for the drain and 0.4000 for the source. The second-order term was 0.0489, equal to $\frac4{15}\cdot\frac{11}{60}$ to the digits shown.

A sudden step tests (7) beyond slow motion. Let the overdrive jump from $V$ to $1.5V$ with the drain still saturated. The time integral of $I_T-I(L)$ must equal the change in $|Q_D|$ between the two steady states, $0.5\times\frac4{15}CV=0.1333\,CV$. The numerical solution gave 0.1333. A fast step alters how $I_T-I(L)$ varies in time, but not its time integral between the two steady states.

### Mobility that depends on density

In many oxide films the effective mobility rises with electron density, as more of the induced charge becomes mobile. A simple description is $\mu\propto q^g$ with $g\ge0$. The current is still a derivative, now of $q^{2+g}$, so the argument behind (7) and (8) survives with a different function of the end charges. In saturation $q^{2+g}$ is linear in $x$ and

$$
q=cVz^m,\qquad m=\frac1{2+g}. \tag{21}
$$

The integrals in (5) give

$$
\frac{|Q_D|}{CV}=\frac1{m+1}-\frac1{m+2}=\frac1{(m+1)(m+2)},\qquad
\frac{|Q_S|}{CV}=\frac1{m+2}. \tag{22}
$$

For $g=0$, $m=1/2$ and (1) returns. As $g$ grows, $m$ falls, the profile becomes flatter, and both coefficients approach 1/2. The values in (1) thus belong to constant mobility; they do not follow from saturation alone.

If the mobility depends explicitly on position or on the lateral field, (3) no longer makes $I$ the derivative of a function of $q$. Equation (7) remains true as an identity, but $I_T$ then depends on the interior profile, and the weights $x/L$ lose their justification.

### A transistor in the oxide regime

Take $W=50$ µm, $L=20$ µm, a 100 nm silicon dioxide gate insulator of relative permittivity 3.9, and $\mu=10$ cm²/Vs. Let $V_T=1$ V, $V_G=11$ V and $V_D=15$ V. The overdrive is 10 V, and $V_D>V$ confirms saturation.

The capacitance per area is 34.53 nF/cm². The gate area is $10^{-5}$ cm², so $C=0.3453$ pF and $CV=3.453$ pC. Then

$$
|Q_D|=\frac4{15}(3.453)=0.921\ \text{pC},\qquad
|Q_S|=\frac6{15}(3.453)=1.381\ \text{pC}.
$$

Their sum is 2.302 pC. Equation (12) gives a steady current of 43.16 µA, and charge divided by current gives a transit time of 53 ns. At $V_D=5$ V, with the gate voltage unchanged, $a=0.5$ and the coefficients are 0.348 and 0.430; the drain charge is then 1.20 pC.

Now let the gate rise at 1 V/µs and pass through 11 V. The drain charging current is $\frac4{15}(0.3453\ \text{pF})(10^6\ \text{V/s})=0.092$ µA, and the source value is 0.138 µA. By (7) the drain current is $43.16-0.09=43.07$ µA, while the current leaving the source is $43.16+0.14=43.30$ µA. The difference, 0.23 µA, enters through the gate. Here $L^2/(\mu V)=40$ ns and $r=0.004$, so the correction in (20) is 0.07% of the drain charging current.

### Comparison with a real device

These parameters are rough values in the regime of amorphous indium gallium zinc oxide transistors. Of the omissions estimated here, the largest is the overlap of the gate with the contacts. As a parallel-plate capacitor, an overlap of 3 µm on each side adds $0.15C$ per side, or 56% of the intrinsic $\frac4{15}C$ at the drain. The fringing field at the edges raises this value somewhat. Depletion of the film under the drain overlap lowers it, because the film then acts as a further capacitor in series. The overlap contributes a separate terminal charge and leaves the channel coefficients unchanged. At the drain this charge is positive here, opposite to the channel charge, because $V_D>V_G$; the 56% compares capacitances, not charges. Next comes the mobility: at fixed $C$ and $V$, $g=0.3$ changes the coefficients to 0.286 and 0.411, increases of about 7% and 3%.

The other effects estimated here are smaller. A threshold shift of 0.1 V changes the charges by 1%. A source contact resistance of 10 Ω cm, referred to width, takes about 0.9% of the overdrive.

The pinched region can be estimated from the length $\ell=\sqrt{(\epsilon_{\rm film}/\epsilon_{\rm ox})\,t_{\rm ox}t_{\rm film}}$ over which lateral potential variations decay if both layers are thin compared with $\ell$. A 40 nm film of relative permittivity 10 gives $\ell\approx0.10$ µm. This is only about the oxide thickness, so the estimates that follow are rough. The gradual approximation fails where $\ell^2\phi''$ reaches $V-\phi$. With (9) this occurs at $z=\ell/2L$, where the field is $E=V/(2L\sqrt z)$. Beyond that point, with the channel charge neglected, $\phi''=(\phi-V)/\ell^2$; starting the solution at $\phi=V$ with slope $E$, the excess voltage is dropped over

$$
\Delta L\approx\ell\,\operatorname{arcsinh}\frac{V_D-V}{E\ell}=0.30\ \text{µm}. \tag{23}
$$

This is 1.5% of $L$ and shortens the charged channel by about that fraction. If the charge in the pinched region is neglected, the drain charge with the weight $x/L$ scales as the square of the charged length, and its coefficient falls by about 3%. The estimated peak lateral field is 0.5 MV/cm, so constant mobility should not be trusted inside this region.

Diffusion adds a thermal voltage $\eta k_BT/e$ to $q/c$ in the current, where $\eta$ corrects for degeneracy. If all $2.2\times10^{12}$ cm⁻² electrons at the source are free in one parabolic subband of isotropic mass 0.34 electron masses, $\eta=1.3$ at 300 K. Using this value along the whole channel gives 0.266 and 0.400, a change of 0.3% or less. This treats the electrons as a sheet of zero thickness. In a 40 nm film they lie several nanometres from the oxide, fill more than one subband, and the subbands move with $q$. The effective $\eta$ at the source is then about 4. The drain coefficient, referred to the charge at the source, changes by about 0.4%, and $dq/dV_G$ at the source is about 1% below $c$.

The mean self-heating on a glass substrate is estimated at 9 K. A uniform change of mobility alters the current but cancels from (1). The heating is stronger near the drain, however, and the uneven part of the mobility change does not cancel exactly. The oxide field at the source, taken as $V_G/t_{\rm ox}$, is 1.1 MV/cm (the channel charge alone gives 1.0 MV/cm), well below the rough 10 MV/cm breakdown field of good silicon dioxide. The zero-temperature Fowler–Nordheim formula with a barrier of about 3 eV gives a current more than seventy orders of magnitude below the drain current; the exact exponent depends strongly on the barrier. At 300 K thermally excited electrons tunnel through the thinner upper part of the barrier. Their current exceeds this value by far, but it too is negligible. Leakage through defects is not included. Traps that do not exchange electrons much faster than $L^2/(\mu V)$, here 40 ns, lie outside the model. The effect of very slow traps depends on the bias history. The numerical output below lists the inputs and estimates.

## Table of computed values

```
TESTS (units of C*V unless stated)
drain, relaxed profile: 0.26666
source, relaxed profile: 0.4
drain, from ramp currents: 0.26669
source, from ramp currents: 0.40003
drain charge after 50 % gate step: 0.13333
formula for that step: 0.13333
second-order ramp term, numerical: 0.0489
second-order ramp term, formula: 0.0489
EXAMPLE INPUTS (rough)
W, L, overlap: 50, 20, 3 um
oxide, film thickness: 100, 40 nm
relative permittivity oxide, film: 3.9, 10.0
V_T, V_G, V_D: 1.0, 11.0, 15.0 V
mobility: 10 cm2/Vs
temperature: 300 K
gate ramp: 1 V/us
mass film, oxide: 0.34, 0.42 electron masses
tunnel barrier: 3 eV
contact resistance times width: 10 ohm cm
glass thermal conductivity: 1 W/(m K)
EXAMPLE RESULTS
overdrive V: 10 V
capacitance per area: 34.53 nF/cm2
gate capacitance C: 0.3453 pF
C*V: 3.453 pC
drain charge magnitude: 0.9208 pC
source charge magnitude: 1.381 pC
channel charge magnitude: 2.302 pC
steady drain current: 43.16 uA
drain charging current: 0.09208 uA
source charging current: 0.1381 uA
time L^2/(mobility V): 40 ns
transit time: 53.33 ns
at V_D = 5.0 V, drain, source: 0.3481, 0.4296 CV
NEGLECTED EFFECTS (estimates)
overlap capacitance per side / C: 0.15
overlap / intrinsic drain-gate capacitance: 0.5625
mobility exponent 0.3: 0.2863, 0.4107 CV
pinch-off length: 0.303 um
pinch-off length / L: 1.52 %
peak lateral field: 0.496 MV/cm
source sheet density: 2.16e+12 cm^-2
degenerate Einstein factor: 1.32
with diffusion: 0.2659, 0.3997 CV
source contact drop / V: 0.863 %
charge change for 0.1 V threshold shift: 1 %
self-heating: 9.1 K
ramp lag correction to drain charging: 0.073 %
oxide field: 1.1 MV/cm
log10(tunnel current / drain current): -85.7
```
